# Intraband plasmon dispersion and Fermi-surface velocity moments in cubic metals

A metal has one partly filled band $\varepsilon(\mathbf k)$, with $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$ and two spin states per $\mathbf k$. The task is to find how its long-wavelength plasmon frequency depends on the wavevector $\mathbf q=q\hat{\mathbf q}$, and which properties of the band fix that dependence.

Hartree atomic units are used, with time factor $e^{-i\omega t}$ and zero temperature. The electrons respond independently to the total potential (the random-phase approximation). Local fields are omitted, the overlap between the periodic parts of the Bloch states at $\mathbf k$ and $\mathbf k+\mathbf q$ is set to 1, and there is at first no interband screening. With $f_{\mathbf k}$ the occupation, the intraband polarizability and the plasmon condition are

$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},\qquad 1-\frac{4\pi}{q^2}\chi_0(\mathbf q,\omega)=0 .$$

The integral runs over the Brillouin zone. Write $\partial_q=\hat{\mathbf q}\cdot\nabla_{\mathbf k}$ and $v_q=\partial_q\varepsilon$, the velocity component along $\mathbf q$.

## (a) Reduce $\chi_0$ to an average over the Fermi surface, to first order in the gradient of $f$.

**Solution.** At zero temperature $f$ is a step function of energy, so $\partial f/\partial\varepsilon=-\delta(\varepsilon-\mu)$, where $\mu$ is the Fermi level. To first order in the gradient,

$$f_{\mathbf k}-f_{\mathbf k+\mathbf q}\simeq -q\,\partial_q f=q\,v_q\,\delta(\varepsilon_{\mathbf k}-\mu),\qquad \varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}\simeq q\,v_q .$$

Define the density of states per volume, both spins included, and the Fermi-surface average:

$$N=2\int\!\frac{d^3k}{(2\pi)^3}\,\delta(\varepsilon-\mu),\qquad N\langle g\rangle=2\int\!\frac{d^3k}{(2\pi)^3}\,\delta(\varepsilon-\mu)\,g(\mathbf k).$$

Since $d^3k=dS\,d\varepsilon/|\mathbf v|$, each surface element $dS$ carries the weight $1/|\mathbf v|$: slow parts of the surface count more. Then

$$\chi_0^{\rm sc}=N\left\langle\frac{q\,v_q}{\omega-q\,v_q}\right\rangle .$$

This is the semiclassical polarizability, in which electrons drift with their band velocity. The denominator is the frequency seen by a moving electron, shifted by the Doppler term $qv_q$. If $\omega>q|v_q|$ everywhere on the surface, no electron moves in phase with the wave and $\chi_0^{\rm sc}$ is real. Otherwise the integral has a pole, the wave loses energy to electron–hole pairs, and the expansion below fails.

## (b) Find the plasmon dispersion that follows from $\chi_0^{\rm sc}$, through order $q^2$, and the form of the remainder.

**Solution.** For $q|v_q|<\omega$ the geometric series gives

$$\frac{qv_q}{\omega-qv_q}=\sum_{n\ge1}\left(\frac{qv_q}{\omega}\right)^n .$$

Because $\varepsilon$ is even in $\mathbf k$, $v_q$ is odd, and the odd powers average to zero:

$$\chi_0^{\rm sc}=N\left[\frac{q^2\langle v_q^2\rangle}{\omega^2}+\frac{q^4\langle v_q^4\rangle}{\omega^4}+\frac{q^6\langle v_q^6\rangle}{\omega^6}+\dots\right].$$

Insert this in the plasmon condition and multiply by $\omega^2$. With

$$\omega_p^2=4\pi N\langle v_q^2\rangle,\qquad \alpha=\frac{\langle v_q^4\rangle}{\langle v_q^2\rangle},\qquad \gamma=\frac{\langle v_q^6\rangle}{\langle v_q^2\rangle},$$

the condition reads

$$\omega^2=\omega_p^2\left[1+\frac{\alpha q^2}{\omega^2}+\frac{\gamma q^4}{\omega^4}+\dots\right].$$

It is solved by iteration. The lowest order is $\omega^2=\omega_p^2$. Putting this into the $\alpha$ term gives $\omega^2=\omega_p^2+\alpha q^2$. For the next order, use $1/\omega^2\simeq(1-\alpha q^2/\omega_p^2)/\omega_p^2$ in the $\alpha$ term and $1/\omega^4\simeq1/\omega_p^4$ in the $\gamma$ term:

$$\omega^2=\omega_p^2+\alpha q^2+\frac{\gamma-\alpha^2}{\omega_p^2}\,q^4+O(q^6).$$

The second moment sets the plasma frequency, and the fourth moment divided by the second sets the dispersion. The Cauchy–Schwarz inequality applied to $v_q$ and $v_q^3$ gives $\langle v_q^4\rangle^2\le\langle v_q^2\rangle\langle v_q^6\rangle$, so $\gamma\ge\alpha^2$. The first neglected semiclassical term is therefore never negative.

## (c) Evaluate the result for free electrons.

**Solution.** Now $\varepsilon=k^2/2$. The Fermi surface is a sphere on which the speed is $v_F=k_F$, and $v_q=v_F\cos\theta$. With $x=\cos\theta$,

$$\langle v_q^2\rangle=\frac{v_F^2}{2}\int_{-1}^{1}x^2dx=\frac{v_F^2}{3},\qquad \langle v_q^4\rangle=\frac{v_F^4}{2}\int_{-1}^{1}x^4dx=\frac{v_F^4}{5}.$$

Their ratio is $\alpha=\tfrac35v_F^2$, so

$$\omega^2=\omega_p^2+\tfrac35v_F^2q^2+O(q^4).$$

The density of states is $N=k_F/\pi^2$. Hence $N\langle v_q^2\rangle=k_F^3/(3\pi^2)=n$, the electron density, and $\omega_p^2=4\pi n$ as it should be.

For one electron per sphere of radius $r_s=4$ bohr, $n=3/(4\pi r_s^3)$ and $\omega_p^2=3/r_s^3=3/64$. This gives $\omega_p=0.2165$ hartree, or 5.89 eV. With $v_F=0.4798$, the coefficient is $0.6\times0.4798^2=0.1381$ atomic units of velocity squared. The plasmon root of the original finite-$q$ polarizability, without any gradient expansion, gives the same coefficient to the six decimals printed. Part (e) shows why the gradient expansion costs nothing at order $q^2$ here; at order $q^4$ it does miss a term.

## (d) For a cubic metal, find how $\alpha$ depends on direction. When is it isotropic, and what is its mean over directions?

**Solution.** Let $n_i$ be the components of $\hat{\mathbf q}$ along the cube axes, so that $v_q=\sum_in_iv_i$. The twofold rotations about the cube axes reverse two velocity components at a time. They remove $\langle v_xv_y\rangle$, $\langle v_x^3v_y\rangle$, $\langle v_x^2v_yv_z\rangle$ and their partners. The threefold rotations make the three axes equivalent. What survives is

$$M=\langle v_x^2\rangle,\qquad A=\langle v_x^4\rangle,\qquad B=\langle v_x^2v_y^2\rangle .$$

The second moment is $\langle v_q^2\rangle=M\sum_in_i^2=M$, so $\omega_p$ is isotropic. In the fourth moment each product $n_i^2n_j^2$ with $i<j$ occurs $4!/(2!\,2!)=6$ times:

$$\langle v_q^4\rangle=A\sum_in_i^4+6B\sum_{i<j}n_i^2n_j^2 .$$

Put $S=\sum_in_i^4$. Squaring $\sum_in_i^2=1$ gives $1=S+2\sum_{i<j}n_i^2n_j^2$, so the last term is $3B(1-S)$. Hence

$$\alpha(\hat{\mathbf q})=\frac{3B+(A-3B)S}{M}.$$

A symmetric tensor of rank two cannot distinguish directions in a cubic crystal, but one of rank four can. The values of $S$ along $[100]$, $[110]$ and $[111]$ are $1$, $\tfrac12$ and $\tfrac13$, so

$$\alpha_{100}=\frac AM,\qquad \alpha_{110}=\frac{A+3B}{2M},\qquad \alpha_{111}=\frac{A+6B}{3M}.$$

Since $\tfrac13\le S\le1$ and $\alpha$ is linear in $S$, its extremes lie along $[100]$ and $[111]$. It is isotropic if and only if $A=3B$. The sphere of part (c) satisfies this, with $A=v_F^4/5$ and $B=v_F^4/15$.

For the mean over directions, each $n_i^4$ averages to $\tfrac15$, so $\overline S=\tfrac35$ and

$$\overline\alpha=\frac{3B+\frac35(A-3B)}{M}=\frac35\,\frac{A+2B}{M}.$$

Squaring $v^2=v_x^2+v_y^2+v_z^2$ and averaging gives $\langle v^4\rangle=3A+6B$, while $\langle v^2\rangle=3M$. Therefore

$$\overline\alpha=\frac35\,\frac{\langle v^4\rangle}{\langle v^2\rangle}\ \ge\ \frac35\langle v^2\rangle .$$

The factor $\tfrac35$ survives as a directional mean, but the mean square speed does not simply replace $v_F^2$. Equality requires a uniform speed over the Fermi surface.

## (e) Is $\alpha$ the whole $q^2$ coefficient of the original polarizability? Repeat the expansion without approximating the difference of occupations.

**Solution.** Let $\Delta_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$. In the term of $\chi_0$ that contains $f_{\mathbf k+\mathbf q}$, substitute $\mathbf k=-\mathbf p-\mathbf q$. Inversion symmetry gives $f_{\mathbf k+\mathbf q}=f_{-\mathbf p}=f_{\mathbf p}$ and $\Delta_{\mathbf k}=\varepsilon_{\mathbf p}-\varepsilon_{\mathbf p+\mathbf q}=-\Delta_{\mathbf p}$. Renaming $\mathbf p$ as $\mathbf k$,

$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]=4\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}\,\Delta}{\omega^2-\Delta^2}.$$

For $|\Delta|<\omega$ the integrand is $f(\Delta/\omega^2+\Delta^3/\omega^4+\Delta^5/\omega^6+\dots)$. With primes for $\partial_q$,

$$\Delta=q\varepsilon'+\frac{q^2}{2}\varepsilon''+\frac{q^3}{6}\varepsilon'''+\frac{q^4}{24}\varepsilon''''+\dots$$

Terms odd in $\mathbf k$ vanish against the even function $f$. Through order $q^4$ there remain

$$\int f\Delta=\frac{q^2}{2}\int f\varepsilon''+\frac{q^4}{24}\int f\varepsilon'''' ,\qquad \int f\Delta^3=\frac{3q^4}{2}\int f(\varepsilon')^2\varepsilon''=\frac{q^4}{2}\int f\,(v_q^3)' .$$

The $\Delta^5$ term starts at $q^6$, because its $q^5$ part is odd. Every surviving integrand is a derivative $G'$. Integrate by parts; the boundary term vanishes because the integrand is periodic in the zone (for free electrons, because $f$ vanishes at large $k$). With $\partial_qf=-v_q\delta(\varepsilon-\mu)$,

$$\int\!\frac{d^3k}{(2\pi)^3}fG'=\int\!\frac{d^3k}{(2\pi)^3}\,\delta(\varepsilon-\mu)\,v_qG=\frac N2\langle v_qG\rangle .$$

Here $G$ is $\varepsilon'=v_q$, $\varepsilon'''$ and $v_q^3$ in turn. The prefactors are $4\cdot\tfrac12\cdot\tfrac12=1$, $4\cdot\tfrac1{24}\cdot\tfrac12=\tfrac1{12}$ and $4\cdot\tfrac12\cdot\tfrac12=1$:

$$\chi_0=N\left[\frac{q^2\langle v_q^2\rangle}{\omega^2}+\frac{q^4\langle v_q\,\partial_q^3\varepsilon\rangle}{12\,\omega^2}+\frac{q^4\langle v_q^4\rangle}{\omega^4}\right]+O(q^6).$$

The middle term is absent from the semiclassical result. Solving the plasmon condition as in part (b) gives

$$\omega^2=\omega_p^2+(\alpha+\beta)q^2+O(q^4),\qquad \beta=\frac{\omega_p^2}{12}\,\frac{\langle v_q\,\partial_q^3\varepsilon\rangle}{\langle v_q^2\rangle}.$$

So the fourth velocity moment gives the semiclassical coefficient, but in general not the full one. The reason is that $\omega$ stays finite as $q\to0$. The Doppler ratio $qv_q/\omega$ and the ratio of $q$ to the size of the zone then shrink together, and their squares contribute at the same order. For free electrons $\partial_q^3\varepsilon=0$, hence $\beta=0$, and the result of part (c) stands.

The same counting shows what a real crystal can add. A squared overlap of the form $1-O(q^2)$, multiplying the leading $q^2/\omega^2$ term, produces another $q^4/\omega^2$ term. Interband screening that varies with frequency or as $q^2$, and local fields, can also change the coefficient. So can exchange and correlation, which the random-phase approximation omits: a local kernel $f_{xc}$ added to $4\pi/q^2$ shifts the coefficient by $\omega_p^2f_{xc}/4\pi$. For the gas of part (c) the static exchange kernel $f_x=-\pi/k_F^2$ gives $-k_F/(3\pi)=-0.051$, which is 37% of $\tfrac35v_F^2$; this adiabatic estimate indicates the size of the effect, not its precise value. The sum $\alpha+\beta$ belongs to the single-band model with unit overlap in the random-phase approximation.

## (f) Evaluate $\beta$ for nearest-neighbour hopping on a simple cubic lattice. When does the fourth moment alone suffice?

**Solution.** With lattice constant $a$ and hopping $t$,

$$\varepsilon=-2t\sum_i\cos k_ia,\qquad v_i=2ta\sin k_ia,\qquad \frac{\partial^3\varepsilon}{\partial k_i^3}=-2ta^3\sin k_ia=-a^2v_i .$$

Mixed derivatives vanish, so $\partial_q^3\varepsilon=-a^2\sum_in_i^3v_i$. Since $\langle v_iv_j\rangle=M\delta_{ij}$,

$$\langle v_q\,\partial_q^3\varepsilon\rangle=-a^2MS,\qquad \beta=-\frac{\omega_p^2a^2}{12}\,S .$$

This term lowers the dispersion, most strongly along $[100]$, and is a second source of anisotropy. Relative to $\alpha$ its size is of order $\omega_p^2a^2/(12v^2)$, with $v$ a typical Fermi speed. The fourth moment suffices when this ratio is small. At fixed filling and lattice constant $\omega_p^2$ scales as $t$ and $v^2$ as $t^2$, so the ratio falls as $1/t$ and a wide band helps. Two other changes also reduce it.

*Background screening.* Let the other electrons contribute a constant $\epsilon_b$, which replaces the 1 in the plasmon condition. Dividing by $\epsilon_b$ changes $4\pi$ into $4\pi/\epsilon_b$, so $\omega_p^2$ and $\beta$ are both divided by $\epsilon_b$. The ratio $\alpha$ contains no Coulomb factor and is unchanged.

*Low filling.* Near the bottom of the band $\varepsilon\simeq-6t+ta^2k^2$, a parabola with inverse mass $1/m^*=2ta^2$. The Fermi surface becomes a sphere, $A\to3B$ and $\alpha\to\tfrac35v_F^2$, with $v_F=2ta^2k_F$. To leading order $\omega_p^2=4\pi n/m^*$ with $n=k_F^3/(3\pi^2)$, so

$$\beta\simeq-\frac{a^2S}{12}\cdot\frac{4k_F^3}{3\pi}\cdot2ta^2=-\frac{2ta^4k_F^3}{9\pi}S,\qquad \alpha\simeq\frac{12}{5}t^2a^4k_F^2,\qquad \frac\beta\alpha\simeq-\frac{5k_F}{54\pi t}S .$$

The ratio vanishes in proportion to $k_F$, with a coefficient that is larger for a narrow band, where $t$ is small. This holds within the random-phase approximation, which itself fails at low density. The static exchange kernel $-\pi/k_F^2$ changes the coefficient by $-k_F/(3\pi m^*)$, a fraction $-5m^*/(9\pi k_F)$ of $\alpha$, and this fraction grows as $k_F\to0$. For the parameters of part (g) at $\mu=-5.99t$ without background screening, the effective $r_s$ (in units of the effective Bohr radius $1/m^*$) is 32 and the fraction is about $-3$. That case checks the formulas but does not describe a real dilute metal.

## (g) Evaluate the dispersion for $a=6$ bohr, $t=0.05$ hartree and $\mu=-3t$.

**Solution.** The Fermi surface is closed and holds 0.234 electrons per cell. It is far from uniform in speed. On the $[100]$ axis $\cos k_xa=-\tfrac12$, and the speed is $2ta\sin120^\circ=0.52$. On the $[111]$ axis each $\cos k_ia=\tfrac12$, and the speed is $\sqrt3\times2ta\sin60^\circ=0.90$.

Quadrature over the surface gives $N=0.013662$ states per hartree and cubic bohr. In atomic units the moments are

$$M=0.19474,\qquad A=0.05519,\qquad B=0.03277 .$$

Thus $\omega_p^2=4\pi\times0.013662\times0.19474=0.03343$ hartree², and $\omega_p=0.1829$ hartree, or 4.98 eV. The ratio $A/B=1.68$ is well below the isotropic value 3. Along the cube axis

$$\alpha_{100}=\frac{0.05519}{0.19474}=0.283,\qquad \beta_{100}=-\frac{0.03343\times36}{12}=-0.100 .$$

Along the body diagonal

$$\alpha_{111}=\frac{0.05519+6\times0.03277}{3\times0.19474}=0.431,\qquad \beta_{111}=\frac{\beta_{100}}3=-0.033 .$$

| Direction | $\alpha$ | $\beta$ | $\alpha+\beta$ |
|---|---|---|---|
| $[100]$ | 0.283 | −0.100 | 0.183 |
| $[110]$ | 0.394 | −0.050 | 0.344 |
| $[111]$ | 0.431 | −0.033 | 0.398 |

The semiclassical coefficient is 1.5 times larger along $[111]$ than along $[100]$; for the full coefficient the factor is 2.2. Relative to $\alpha$, the correction $\beta$ is 35% along $[100]$ and 8% along $[111]$. The direction $[123]$ has $S=98/196=\tfrac12$ and so shares the values of $[110]$, although no cubic symmetry operation relates the two.

These coefficients were tested against plasmon roots of the unexpanded polarizabilities: $\alpha$ against the surface average of part (a), and $\alpha+\beta$ against the integral over occupied states in part (e). They agree within the tests' tolerances of $10^{-4}$ and $3\times10^{-4}$, relative to $\alpha$. A band with added second-neighbour hopping $0.1t$ tests the general formula for $\beta$ along $[123]$: it predicts 0.52224 for the sum, and the roots give 0.52225.

The directional mean is $\overline\alpha=0.372$, which is 6% above $\tfrac35\langle v^2\rangle=0.351$. This excess measures the spread of speeds over the Fermi surface.

With $\epsilon_b=10$ the $[100]$ coefficient becomes $0.2834-0.0100=0.2734$, close to $\alpha$ alone, and the roots confirm it. Lowering the Fermi level to $-5.99t$ brings $\alpha_{100}/\alpha_{111}$ from 0.66 to 0.999, as the parabolic limit requires.

Finally, take $q=0.05$ bohr⁻¹. Every velocity component obeys $|v_q|\le|\mathbf v|\le2\sqrt3\,ta=1.04$, so $|\Delta|\le q|\mathbf v|_{\max}=0.052$ hartree. This is well below $\omega_p$, and the expansion applies. Along $[100]$ the finite-$q$ root is 0.18408 hartree and the quadratic law with $\alpha+\beta$ gives 0.18409. The semiclassical root is 0.18478. Measured from $\omega_p=0.18285$, the semiclassical shift is 0.0019 hartree and the finite-$q$ shift 0.0012. The correction is small in the plasmon energy itself but large in its dispersion. The complete set of values is in the numerical output.

## Calculated quantities

```
FREE ELECTRONS
r_s = 4.0 bohr
v_F = 0.47979 a.u.
omega_p = 0.21651 hartree = 5.891 eV
(3/5) v_F^2 = 0.138119 a.u.
q^2 coefficient from roots = 0.138119 a.u.
SIMPLE-CUBIC BAND
a = 6.0 bohr, t = 0.050 hartree, mu = -0.150 hartree
electrons per cell = 0.23400
N = 0.013662 states/(hartree bohr^3)
M = <vx^2> = 0.194735 a.u.
A = <vx^4> = 0.055188 a.u.
B = <vx^2 vy^2> = 0.032771 a.u.
A/B = 1.6841 (isotropic value 3)
omega_p^2 = 0.033433 hartree^2
omega_p = 0.18285 hartree = 4.976 eV
[100] alpha = 0.28340, from roots 0.28340 a.u.
[100] beta = -0.10030 a.u.
[100] alpha+beta = 0.18310, from roots 0.18310 a.u.
[110] alpha = 0.39413, from roots 0.39413 a.u.
[110] beta = -0.05015 a.u.
[110] alpha+beta = 0.34398, from roots 0.34398 a.u.
[111] alpha = 0.43103, from roots 0.43103 a.u.
[111] beta = -0.03343 a.u.
[111] alpha+beta = 0.39760, from roots 0.39760 a.u.
[123] alpha = 0.39413, from roots 0.39413 a.u.
[123] beta = -0.05015 a.u.
[123] alpha+beta = 0.34398, from roots 0.34398 a.u.
directional mean of alpha = 0.37198 a.u.
(3/5)<v^4>/<v^2> = 0.37198 a.u.
(3/5)<v^2> = 0.35052 a.u.
remainder ratio on doubling q = 15.955
SECOND-NEIGHBOUR HOPPING 0.1 t, [123]
alpha = 0.60858, beta = -0.08634 a.u.
sum = 0.52224, from roots 0.52225 a.u.
BACKGROUND eps_b = 10, [100]
alpha+beta/eps_b = 0.27337, from roots 0.27337 a.u.
FILLING: mu/t, alpha100/alpha111, A/B
-5.99, 0.9990, 2.9957
-5.00, 0.8981, 2.5637
-4.00, 0.7827, 2.1179
-3.00, 0.6575, 1.6841
PLASMON ENERGY AT q = 0.05 1/bohr, in hartree
[100] semiclassical root 0.184777, formula 0.184774
[100] finite-q root 0.184082, formula 0.184094
[111] semiclassical root 0.185794, formula 0.185770
[111] finite-q root 0.185569, formula 0.185544
```
